# Many-Mode Carrier Capture Rates with Controlled Broadening and Detailed Balance

## 1. The decision to be made

A device simulation needs both a capture coefficient and an emission rate for each trap. When they are computed from phonon data through a time integral, one must choose a time window, a time step and an energy broadening. One must also decide whether emission may be calculated separately from capture. A poor choice can give two plausible rates that together drive the trap occupation away from equilibrium.

The method below applies to harmonic phonons, a coupling linear in the phonon coordinates, and golden-rule rates, which are of second order in that coupling. The two charge states have equal mode frequencies but different equilibrium positions.

## 2. From the golden rule to a time integral

Let \(E\) be the zero-phonon energy released by capture. The phonon Hamiltonians before and after capture are

\[
H_0=\sum_k\epsilon_k(a_k^\dagger a_k+\tfrac12),\qquad
H_f=\sum_k\epsilon_k[(a_k^\dagger+g_k)(a_k+g_k)+\tfrac12].
\]

The Huang–Rhys factor of mode \(k\) is \(g_k^2\). With \(q_k=a_k+a_k^\dagger\), the electronic coupling is

\[
V=w_0+\sum_k w_kq_k .
\]

Thus \(w_0\) is its value at the initial minimum. The golden rule gives the rate \(R=(2\pi/\hbar)F(E)\), with

\[
F(E)=\sum_{if}p_i|V_{fi}|^2\delta(E-E_f+E_i),
\]

where \(E_i,E_f\) are phonon energies and \(p_i\) are thermal weights. Use \(\delta(x)=(2\pi)^{-1}\int du\,e^{iux}\), where \(u=t/\hbar\) has units of inverse energy. Then

\[
F(E)=\frac1{2\pi}\int du\,e^{iuE}G(iu),\qquad
G(iu)=\langle e^{iuH_0}Ve^{-iuH_f}V\rangle .
\]

Let \(p_k=a_k^\dagger-a_k\) and \(T=\exp(\sum_kg_kp_k)\). Since \([a_k,g_kp_k]=g_k\), we have \(T^\dagger a_kT=a_k+g_k\), and hence \(H_f=T^\dagger H_0T\). Therefore

\[
G(iu)=\langle V(u)T^\dagger(u)TV\rangle ,
\]

where the argument \(u\) denotes evolution under \(H_0\).

To evaluate this average, replace the two operators \(V\) by sources \(e^{\lambda\sum w_kq_k(u)}\) and \(e^{\mu\sum w_kq_k}\). For operators \(A_j\) linear in \(a,a^\dagger\), the thermal state obeys

\[
\Big\langle\prod_j e^{A_j}\Big\rangle=
\exp\Big[\tfrac12\sum_j\langle A_j^2\rangle+\sum_{j<l}\langle A_jA_l\rangle\Big].
\]

This follows by combining the exponentials, whose commutators are numbers, and using \(\langle e^A\rangle=e^{\langle A^2\rangle/2}\). With \(n_k=1/(e^{\beta\epsilon_k}-1)\), \(\beta=1/kT\) and \(z=iu\), define

\[
K_k(z)=(n_k+1)e^{-z\epsilon_k}+n_ke^{z\epsilon_k},
\]
\[
L_k(z)=(n_k+1)e^{-z\epsilon_k}-n_ke^{z\epsilon_k}.
\]

Dropping the mode index, the correlations at different times are

\[
\langle q(u)q\rangle=K,\quad \langle q(u)p\rangle=L,\quad
\langle p(u)q\rangle=-L,\quad \langle p(u)p\rangle=-K .
\]

At equal times, \(\langle qp\rangle=1\), \(\langle pq\rangle=-1\) and \(\langle q^2\rangle=-\langle p^2\rangle=2n+1\). The four operators in order are \(\lambda wq(u)\), \(-gp(u)\), \(gp\) and \(\mu wq\). Their contributions to the exponent are:

- without sources: \(-g^2(2n+1)+g^2K\);
- linear in \(\lambda\): \(-wg+wgL\);
- linear in \(\mu\): \(+wgL-wg\);
- proportional to \(\lambda\mu\): \(w^2K\).

Terms in \(\lambda^2\) and \(\mu^2\) do not survive one derivative in each source at zero. Applying \((w_0+\partial_\lambda)(w_0+\partial_\mu)\) and setting the sources to zero gives

\[
\boxed{G(z)=e^{\Phi(z)}\left\{\Big[w_0+\sum_kw_kg_k(L_k-1)\Big]^2+\sum_kw_k^2K_k\right\}}
\]
\[
\Phi(z)=\sum_kg_k^2[K_k(z)-2n_k-1].
\]

If all \(g_k=0\), \(G=w_0^2+\sum w_k^2K_k\): the transition leaves the phonons alone or exchanges one phonon. If all \(w_k=0\), only the overlap factor \(w_0^2e^\Phi\) remains.

## 3. Moving the contour

From its spectral definition, \(G(z)=\int dE'F(E')e^{-zE'}\). Now take \(z=s+iu\), with real \(s\), and use

\[
F_s(E)=\frac1{2\pi}\int du\,e^{zE}G(z)e^{-\sigma^2u^2/2}.
\]

Inserting the spectral form and doing the Gaussian integral gives

\[
F_s(E)=\int dE'\,F(E')e^{s(E-E')}N_\sigma(E-E'),
\]

where \(N_\sigma\) is a normalized Gaussian of standard deviation \(\sigma\). Without broadening the answer is independent of \(s\); with broadening it is not.

Because \(F\ge0\), \(|e^{zE}G(z)|\le e^{sE}G(s)\). Choosing \(s\) to minimize \(sE+\ln G(s)\) minimizes this ceiling and reduces cancellation. At the minimum, \(E=-G'(s)/G(s)\), so the weighted spectrum \(e^{-sE'}F(E')\) has mean energy \(E\).

## 4. Detailed balance at finite accuracy

For emission, expand about the other minimum. The displacement changes sign, and the same operator \(V\) has the value \(w_0-2\sum w_kg_k\) there. Its generating function \(G_r\) therefore follows from

\[
g_k\to-g_k,\qquad w_0\to w_0-2\sum_kw_kg_k .
\]

Since \((n_k+1)e^{-\beta\epsilon_k}=n_k\), we find \(K_k(\beta-z)=K_k(z)\) and \(L_k(\beta-z)=-L_k(z)\). The linear bracket in \(G_r(\beta-z)\) is

\[
w_0-2\sum w_kg_k+\sum w_kg_k(L_k+1)
=w_0+\sum w_kg_k(L_k-1).
\]

Hence \(G_r(\beta-z)=G(z)\). Use shift \(s\) for capture and \(\beta-s\) for emission, with the same even window \(W(u)\):

\[
F^r_{\beta-s}(-E)=\frac1{2\pi}\int du\,e^{-(\beta-s+iu)E}G(s-iu)W(u).
\]

Changing \(u\) to \(-u\) gives

\[
\boxed{F^r_{\beta-s}(-E)=e^{-\beta E}F_s(E).}
\]

The same change of variable works in a symmetric finite sum. Detailed balance therefore survives a coarse step or a short window, and cannot by itself establish that the rate is accurate.

## 5. Error budget

**Broadening.** Let \(\kappa=d\ln F/dE\) and \(\kappa'=d^2\ln F/dE^2\), for a spectrum smooth on the scale \(\sigma\). With \(y=E'-E\),

\[
\frac{F_s}{F}\simeq\int dy\,N_\sigma(y)e^{(\kappa-s)y+\kappa'y^2/2}
\simeq\exp\left\{\frac{\sigma^2}{2}\left[(\kappa-s)^2+\kappa'\right]\right\},
\]

to leading order in \(\sigma^2\). If both directions use \(s=0\), the boxed identity says that the reverse calculation corresponds to a forward calculation with \(s=\beta\). The ratio of emission to capture is then wrong by

\[
\exp\left\{\frac{\sigma^2}{2}[(\kappa-\beta)^2-\kappa^2]\right\}
=\exp\left[\frac{\sigma^2\beta(\beta-2\kappa)}2\right].
\]

For \(|\kappa|\ll\beta\), this error is small only if \(\sigma\ll kT\), which becomes restrictive on cooling.

**Time cutoff.** Keep grid points up to \(|u|=U\). The ceiling on \(G\), together with the decreasing Gaussian, bounds the discarded part:

\[
|\Delta F|\le\frac{e^{sE}G(s)}\pi\int_U^\infty du\,e^{-\sigma^2u^2/2}
=\frac{e^{sE}G(s)}{\sigma\sqrt{2\pi}}\operatorname{erfc}\frac{\sigma U}{\sqrt2}.
\]

**Time step.** Let the step be \(\Delta u\) and \(\Omega=2\pi/\Delta u\). Poisson summation turns the infinite grid sum into copies of \(e^{-sE}F_s(E)\) spaced by \(\Omega\):

\[
F_{\rm grid}(E)=\sum_{m=-\infty}^{\infty}e^{-sm\Omega}F_s(E+m\Omega).
\]

The terms with \(m\ne0\) are positive errors. To bound them, use for any real \(v\)

\[
N_\sigma(x-E')e^{vE'}\le\frac{e^{vx+v^2\sigma^2/2}}{\sigma\sqrt{2\pi}} .
\]

Set \(x=E+m\Omega\), multiply by \(e^{sE-(s+v)E'}F(E')\), integrate over \(E'\), and sum the copies on one side. With \(r=e^{-|v|\Omega}\), their total is at most

\[
\frac{G(s+v)e^{(s+v)E+v^2\sigma^2/2}}{\sigma\sqrt{2\pi}}\frac{r}{1-r}.
\]

Take \(v<0\) for copies above \(E\), \(v>0\) for those below, and minimize each over \(|v|\).

**Finite mode set.** A finite set of modes has a line spectrum. If the modes represent a continuum, \(\sigma\) must be large enough to merge the lines into a smooth spectrum, yet remain below the width of real spectral structure. Refining the modes at fixed \(\sigma\) and reducing \(\sigma\) are separate convergence studies.

## 6. A deep trap in the silicon carbide regime

Take a neutral, closed-shell electron trap with \(E=0.65\) eV. Two phonon bands cover 20–70 and 70–120 meV. Each has Huang–Rhys factor 2.5, distributed as \(\sin^2\) across the band over 24 modes spaced by 2 meV. The ratios \(w_k/g_k\) are 2 and 4 meV, \(w_0=0\), and the normalization volume is 2 nm³. The relaxation energy is

\[
2.5(0.045)+2.5(0.095)=0.350\ \text{eV}.
\]

At 300 K, \(\beta=38.68\ \text{eV}^{-1}\). Numerical minimization gives \(s=-2.56\ \text{eV}^{-1}\). With \(\sigma=5\) meV, a 0.517 fs step and a 1119 fs limit, the sum gives \(F=8.364\times10^{-5}\) eV. The relative cutoff bound is \(8\times10^{-16}\). Halving the mode spacing at fixed \(\sigma\) changes \(F\) by a relative \(6\times10^{-8}\).

Finite differences of \(\ln F\) with a 5 meV step give \(\kappa=-1.09\ \text{eV}^{-1}\) and \(\kappa'=-39.5\ \text{eV}^{-2}\). The last digits depend on step and broadening: the unbroadened line envelope gives \(-1.07\) and \(-39.7\), with the same predicted bias to two digits. The predicted bias is

\[
\tfrac12(0.005)^2[(1.47)^2-39.5]=-4.7\times10^{-4},
\]

against a computed \(-4.65\times10^{-4}\), relative to an extrapolation to zero broadening. The saddle shift does not remove the curvature error.

Using the real axis in both directions gives emission-to-capture ratios too large by factors 1.021, 1.083 and 1.369 for \(\sigma=5\), 10 and 20 meV. The formula gives 1.020, 1.082 and 1.372. At 2.5 meV the values are 1.0059 and 1.0050. The excess is rounding, not smoothing: the reverse real-axis sum must cancel down to a result smaller than the forward one by about \(e^{-\beta E}\approx10^{-11}\), which leaves a relative error of \(10^{-4}\) to \(10^{-3}\) in double precision, depending on how the arithmetic is ordered, in the three factors above as well. Summing the positive spectral lines directly avoids this cancellation and gives 1.0050, 1.020, 1.082 and 1.368 at 2.5, 5, 10 and 20 meV.

Other choices fail differently:

- Shortening the Gaussian-windowed sum to 395 fs changes \(F\) by \(3\times10^{-6}\), while the bound is 0.11. The bound replaces the oscillating integrand by its largest possible magnitude, which makes it safe but pessimistic.
- A 6.89 fs step makes \(F\) 29% too large, although paired contours still preserve detailed balance.
- Setting \(V\) to zero at the final minimum, instead of retaining the same operator, multiplies the reverse rate by 11.3.

Cancellation becomes severe for a 3 eV transition with the same phonons. The saddle sum gives \(F=1.464\times10^{-21}\) eV. Convolving numerical oscillator overlaps mode by mode gives the same digits. The real-axis sum is lost to rounding: its error here is about 72 times the value obtained by convolution with its own broadening, and this number changes with the time step.

## 7. Capture and emission coefficients

At the band edge and 300 K,

\[
R=\frac{2\pi(8.364\times10^{-5}\ \text{eV})}{6.582\times10^{-16}\ \text{eV s}}
=7.98\times10^{11}\ \text{s}^{-1}.
\]

Multiplication by \(2\times10^{-21}\ \text{cm}^3\) gives \(1.60\times10^{-9}\ \text{cm}^3/\text{s}\). A carrier of kinetic energy \(\varepsilon\) releases \(E+\varepsilon\). Assuming energy-independent coupling, the thermal capture coefficient is

\[
\mathcal C=\frac{2\pi\mathcal V}{\hbar}\langle F(E+\varepsilon)\rangle,
\]

where \(\mathcal V\) is the volume and the average uses Maxwell weights. For emission, sum the reverse rates over the one-spin density of states \(D\):

\[
e_n=\frac{2\pi\mathcal V}{\hbar}\int d\varepsilon\,D(\varepsilon)
e^{-\beta(E+\varepsilon)}F(E+\varepsilon)
=\mathcal C N_1e^{-\beta E},
\]
\[
N_1=\int d\varepsilon\,D(\varepsilon)e^{-\beta\varepsilon}
=M\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
\]

One spin enters because the trap is closed-shell and the coupling conserves spin. Use \(M=3\) valleys and \(m=0.4m_0\). The cross-section is \(\mathcal C\) divided by the mean speed, \(1.70\times10^7\) cm/s at 300 K.

| T (K) | \(\mathcal C\) (cm³/s) | Cross-section (cm²) | \(e_n\) (s⁻¹) |
|---|---|---|---|
| 300 | 1.46×10⁻⁹ | 8.6×10⁻¹⁷ | 0.168 |
| 450 | 1.61×10⁻⁹ | 7.7×10⁻¹⁷ | 1.48×10³ |
| 600 | 1.78×10⁻⁹ | 7.4×10⁻¹⁷ | 1.67×10⁵ |

The capture coefficient rises while the cross-section falls, because the mean speed rises faster. Emission changes by six orders of magnitude, mainly through \(e^{-\beta E}\).

## 8. What a real device changes

The depth, phonon range and mass are roughly those relevant to deep electron traps in 4H-SiC. The displacements and couplings are round model values, so the cross-section is not a prediction for a named defect. Doubling every \(w_k\), with \(w_0=0\), would quadruple it.

Charge is the largest correction considered. For a singly charged trap, multiply the contact probability by \(2\pi\eta/(1-e^{-2\pi\eta})\), where \(\eta=\pm\sqrt{R^*/\varepsilon}\) and \(R^*\) is the effective Rydberg energy. With relative permittivity 10, its thermal average at 300 K is 10.3 for attraction and 0.0097 for repulsion. Weighting the average by \(F(E+\varepsilon)\) as well, as \(\mathcal C\) requires, changes these to about 10.7 and 0.0080. The neutral-trap result must not be used for those charge states.

An electric field also breaks the zero-field emission formula. Near the band edge, emission per state varies as \(e^{-b\varepsilon}\), with \(b=\beta-\kappa=39.8\ \text{eV}^{-1}\). Its sum over states is the diagonal imaginary-time propagator at the trap. In a uniform force \(f\), the Gaussian fluctuations of a closed path contribute

\[
\frac{f^2\hbar^2}{2m}\int_0^b\!\!\int_0^b d\tau\,d\tau'
\left[\min(\tau,\tau')-\frac{\tau\tau'}b\right]
=\frac{f^2\hbar^2b^3}{24m}
\]

to its logarithm, since the double integral is \(b^3/3-b^3/4\). At 0.3 MV/cm the emission factor is \(e^{0.45}=1.57\) for the isotropic mass used here. In an anisotropic valley, \(1/m\) is replaced by the inverse-mass component along the field, so the factor depends on the field direction. Differentiating the exponent with respect to \(b\) shows that the field lowers the mean final electron energy by 34 meV. The shift grows as \(f^2\), so a constant \(b\) soon fails. Keeping the full \(F(E+\varepsilon)\) gives a factor 1.56 and a shift of 32 meV at 0.3 MV/cm. At 0.5 MV/cm it gives 3.1 where the formula gives 3.5, and at 0.7 MV/cm it gives 6.9 where the formula gives 11.6.

Reducing the depth by 50 meV changes band-edge capture by only 1.2%, but the Boltzmann factor alone raises emission by a factor of 6.9. In a one-mode model with 70 meV phonons and 35 meV broadening, softening the final mode by 5% multiplies capture by 0.885, at fixed displacement and energy difference between minima. This number depends on the smoothing: it lies between 0.88 and 0.90 for broadenings of 35–50 meV. At \(10^{16}\) electrons/cm³, band filling is \(5\times10^{-4}\) of the two-spin effective density of states. The cross-section is also far below the s-wave unitarity limit \(\pi\hbar^2/(2mkT)=1.2\times10^{-13}\) cm² at kinetic energy \(kT\). This is consistent with weak capture, but does not test anharmonicity, mode mixing or the assumed couplings.
